Kondo temperature of a crystal-field-split Coqblin-Schrieffer impurity

**What is lost by keeping the doublet alone**

In a low-temperature calculation for a cerium impurity one must decide whether to keep the excited crystal-field states. Suppose that a doublet lies 20 meV below a quartet and that the temperatures of interest are a few kelvin. The quartet is then thermally empty, and it is tempting to delete it and solve a two-state Kondo problem with the same exchange constant and the same band. For the parameters used below, this lowers the estimated Kondo temperature by a factor of about 2500. The quartet may be deleted if the band cutoff and the exchange constant are changed with it. The asymptotic formula for the Kondo temperature shows how.

**Model and conventions**

The impurity has N = m + M states. The m ground states have energy E_α = 0 and the M excited states have E_α = Δ > 0. The band is flat, extends from −D to D, is half filled, and has density of states ρ for each flavour α. With X_αβ = |α⟩⟨β|,

H = Σ ε_k c†_kα c_kα + Σ E_α X_αα + J Σ X_αβ c†_kβ c_k'α.

The last sum runs over α, β, k and k', and J > 0 is antiferromagnetic. The impurity goes from β to α while a band electron goes from α to β, so the two exchange flavours. One J serves all pairs, including those that join the doublet and the quartet. The small parameter is g = ρJ.

For N = 2 the exchange operator equals 2 S·s plus a spin-independent term, so J is half the coefficient of S·s. This factor of two matters because g stands in an exponent.

We take m ≥ 2. A single ground state has no partner with which to exchange flavour, and below Δ it leaves only potential scattering.

The result to be derived, for g ≪ 1 and T_K ≪ Δ ≪ D, is

T₀ = D (D/Δ)^r exp[−1/(mg)], r = M/m.

T₀ denotes this closed leading form and T_K the full one-loop scale. Both are energies; division by Boltzmann's constant gives a temperature.

**Removing a shell of the band**

Let the band have the running half width Λ. We remove the states within δΛ of its two edges and keep their effect to second order in J:

δH = V (ω − H₀)⁻¹ V.

Here V is the exchange term and the intermediate state contains an electron or a hole in the removed shell. We set ω to the energy of the filled sea with the impurity in its ground level and the scattered electron at the Fermi level. The denominator is then minus the excitation energy.

Consider the swap in which the impurity goes from β to α and the electron from α to β, with α ≠ β. To first order its operator is J X_αβ c†_kβ c_k'α.

In the hole process, a filled state q near the lower edge first gives up an electron of any flavour γ:

first action: J X_γβ c†_kβ c_qγ.

The intermediate energy is Λ + E_γ: a hole at depth Λ and the impurity in state γ. The incoming electron then fills the hole:

second action: J X_αγ c†_qγ c_k'α.

Since X_αγ X_γβ = X_αβ, the product is

−J²/(Λ+E_γ) X_αβ c†_qγ c_k'α c†_kβ c_qγ.

Moving c_qγ to the left past two fermion operators gives two minus signs, hence none. It then stands next to c†_qγ, and c†_qγ c_qγ = 1 because q is filled. The remaining pair is c_k'α c†_kβ = −c†_kβ c_k'α. This minus sign cancels the one from the denominator:

+J²/(Λ+E_γ) X_αβ c†_kβ c_k'α.

The hole process therefore strengthens an antiferromagnetic J. Each flavour has ρ δΛ states in the shell, and γ is free, so

δJ = ρJ² δΛ Σ_γ 1/(Λ+E_γ).

In the particle process, the incoming electron first goes to an empty state p near the upper edge, through X_αβ c†_pβ c_k'α. The impurity is now in α and the high electron has flavour β. Removing that electron requires X_βα c†_kα c_pβ, which returns the impurity to β and the electron to α. No swap results. Summed over β, with Σ_β X_ββ = 1, this process gives

−J²/(Λ+E_α) c†_kα c_k'α,

which is potential scattering, independent of the impurity state. It is of order J² and can change the swap amplitude only at a higher order, so we drop it. The flavour-diagonal part of the hole process has the same coefficient as the swap, apart from a constant. With ω fixed, this constant is the same for every impurity state, so it shifts all levels equally and can be dropped. Shifts that differ between the levels appear only when the energies of the external states are kept in the denominators; we leave them out and treat Δ as given.

The sum over γ does not depend on α or β. With ω fixed as above, a J that starts uniform stays uniform, including the elements between doublet and quartet. This convention neglects the energies of the external states in the denominators. It is part of the leading-logarithmic approximation.

**The flow and its integral**

Lowering the cutoff raises g, so

dg/dΛ = −g² [m/Λ + M/(Λ+Δ)].

For Λ ≫ Δ the bracket is N/Λ: the splitting is invisible and all N states act. For Λ ≪ Δ the second term tends to the constant M/Δ, which produces no further logarithm, and m states drive the flow.

Because d(1/g)/dΛ = −g⁻² dg/dΛ,

d(1/g)/dΛ = m/Λ + M/(Λ+Δ).

Integration from Λ to D, with g(D) = g, gives

1/g(Λ) = 1/g − m ln(D/Λ) − M ln[(D+Δ)/(Λ+Δ)].

We define T_K as the cutoff at which 1/g(Λ) vanishes:

1/g = m ln(D/T_K) + M ln[(D+Δ)/(T_K+Δ)].  (1)

The one-loop flow is not valid at that point, where g is large. The divergence marks the energy at which weak coupling ends. Higher loops can multiply T_K by a factor that varies with g much more slowly than the exponential does. This factor need not be close to one, and this calculation does not determine it.

**The leading form and its first correction**

Divide (1) by m and solve for the first logarithm:

ln(T_K/D) = −1/(mg) + r ln[(D+Δ)/(T_K+Δ)].

Take D out of the numerator and Δ out of the denominator:

(D+Δ)/(T_K+Δ) = (D/Δ) (1+Δ/D)/(1+T_K/Δ).

Exponentiation then gives, without approximation in (1),

T_K = T₀ [(1+Δ/D)/(1+T_K/Δ)]^r.  (2)

When Δ/D and T_K/Δ are both small the bracket tends to one and T_K tends to T₀. This is the stated result.

For the correction, write a = Δ/D, t = T₀/Δ and u = T_K/T₀. The logarithm of (2) is

ln u = r ln(1+a) − r ln(1+tu).

To first order u may be replaced by one on the right, so

T_K/T₀ = 1 + r(a − t) + second order.  (3)

The two terms have opposite origins. The excited states contribute M ln[(D+Δ)/(T_K+Δ)] to (1), while the leading form uses M ln(D/Δ). The Δ in the numerator raises T_K. The T_K in the denominator lowers it, because the flow stops at T_K and not at zero. The correction changes sign where a = t, that is, at T₀ = Δ²/D.

The second order shows how far (3) can be trusted. Insert u = 1 + r(a − t) into the term tu and expand the logarithms:

ln u = r(a − t) − ra²/2 − r²t(a − t) + rt²/2.

Exponentiating adds r²(a − t)²/2. Collecting powers,

u = 1 + r(a − t) + ½r(r−1)a² − 2r²at + ½r(3r+1)t².  (4)

For r = 2 the coefficient of t² is 7, so (3) becomes poor when T₀/Δ reaches about a tenth, even though t itself still looks small.

**Two comparisons, with opposite answers**

The word enhancement needs a reference. Compare first with the m ground states alone, at the same D and J. Setting M = 0 in (1) gives T_m = D exp[−1/(mg)], and therefore

T₀/T_m = (D/Δ)^r.

The excited states raise the Kondo scale because virtual transitions through them strengthen J while the cutoff falls from D to Δ.

Compare next with the unsplit level, for which all N states are degenerate. Then (1) gives T_N = D exp[−1/(Ng)]. Raising this to the power N/m = 1 + r yields

T_N^(1+r) = D^(1+r) exp[−1/(mg)].

The right-hand side is T₀ Δ^r, so

T₀ = T_N (T_N/Δ)^r.

Division by Δ gives T₀/Δ = (T_N/Δ)^(1+r). Hence T₀ < Δ requires T_N < Δ, and in that regime T₀ < T_N. Splitting the level lowers the Kondo scale, but by far less than deleting the excited states would.

**The opposite limit: small splitting**

If Δ ≪ T_N the closed form T₀ does not apply, but (1) still does. For Δ small against both D and T_K,

ln[(D+Δ)/(T_K+Δ)] ≈ ln(D/T_K) + Δ/D − Δ/T_K.

Equation (1) becomes

1/g = N ln(D/T_K) − MΔ(1/T_K − 1/D).

Subtract the unsplit relation 1/g = N ln(D/T_N):

N ln(T_K/T_N) = −MΔ(1/T_K − 1/D).

To first order in Δ, with T_N ≪ D,

T_K ≈ T_N − (M/N)Δ.

The scale first falls linearly, by the average excitation energy of the N states. When Δ is well above T_N but still well below D, it follows the power law Δ^(−r). In the crossover neither form is accurate, and (1) itself has to be solved. For r = 2 it is a cubic equation for T_K; for general r it is solved numerically.

**An independent route: the bound singlet**

The same scale follows from a variational calculation without a running cutoff. Let |FS⟩ be the filled Fermi sea and let f†_γ create the impurity state γ. The trial space consists of

|q,γ⟩ = f†_γ c_qγ |FS⟩,

where q is a filled orbital at depth ε below the Fermi level. The impurity is paired with a hole of its own flavour. The bare energy of this state is ε + E_γ.

Apply the exchange term that fills the hole (q,γ) and opens another one (q',α). The band operators give

c†_qγ c_q'α c_qγ |FS⟩ = −c†_qγ c_qγ c_q'α |FS⟩ = −c_q'α |FS⟩.

The matrix element is −J for every pair of different holes. On the diagonal, the n filled orbitals of flavour γ less the hole give J(n − 1). This is the same −J plus a constant nJ, which a free impurity above the full sea also has. Measured from that reference, the exchange is a uniform attraction −J.

Let the energy be −B and the amplitudes A_qγ. The eigenvalue equation is

(ε + E_γ + B) A_qγ = J S, S = Σ A_q'α.

Divide by the bracket, sum over q and γ, and cancel S:

1/g = Σ_γ ∫₀^D dε/(ε + E_γ + B)
  = m ln[(D+B)/B] + M ln[(D+Δ+B)/(Δ+B)].  (5)

This differs from (1) only by the replacement of D by D + B in the numerators, a relative change of order B/D. As B/D is the product of B/Δ and Δ/D, the first correction (3) is unchanged. In (4) the coefficient of at increases by 1 + r.

The space contains one hole and no additional particle-hole pairs. B is thus a truncated estimate, and its agreement with T_K does not fix the missing prefactor. The agreement also depends on writing the exchange exactly as in H, with its flavour-independent part included. For the doublet alone, keeping only 2J S·s turns the condition into 1/g = (3/2) ln(D/B), with a different exponent, although this term changes the true Kondo scale by only a few per cent at g = 0.03. For N = 1, which is pure potential scattering, the trial space still gives a binding energy D exp(−1/g). Equation (5) is therefore a useful picture of the state, not a proof of the exponent.

The amplitudes explain why a nearly empty quartet matters. The weight in a flavour is proportional to

∫₀^D dε/(ε + E_γ + B)² ≈ 1/(E_γ + B),

for B and Δ much smaller than D. The ratio of excited to ground weight is therefore

M B/[m(Δ+B)] ≈ rB/Δ.

This is small. Yet the derivative of the energy −B with respect to Δ equals the excited weight, so dB/dΔ ≈ −rB/Δ, which integrates to B ∝ Δ^(−r). A small occupation and a large power-law effect are the same statement: the occupation must be compared with B/Δ, not with one.

**A cerium doublet below a quartet**

The f¹ level of cerium with total angular momentum 5/2 has six states, which a cubic field splits into a doublet and a quartet. We take the doublet to be lower, so m = 2, M = 4 and r = 2. The other parameters are round model values and describe no particular material: D = 1000 meV, Δ = 20 meV and g = 0.03.

The exponent is 1/(2 × 0.03) = 16.667, and exp(−16.667) = 5.778 × 10⁻⁸. The enhancement factor is (1000/20)² = 2500. Hence

T₀ = 1000 meV × 2500 × 5.778 × 10⁻⁸ = 0.144 meV, or about 1.7 K.

The doublet alone would give 5.8 × 10⁻⁵ meV, or 0.67 mK. The unsplit sextet would give 3.87 meV, or about 45 K. The split level thus lies a factor of 2500 above the first reference and at 3.7 per cent of the second. The relation between the scales can be checked directly: 3.866³/20² meV = 0.144 meV.

The first correction is

2 × (20/1000 − 0.1444/20) = 2 × (0.0200 − 0.0072) = 0.026,

relative to T₀. The full equation (1) gives 0.148 meV, and so does diagonalization of the one-hole problem, whose ratio to T₀ is 1.026. The excited weight relative to the ground weight is about 2 × 0.148/20.15 = 0.015. With the finite D kept, the quartet holds 1.4 per cent of the weight, and this accounts for the factor of 2500.

Changing Δ at fixed D and g displays the sign change predicted by (3):

- Δ = 10 meV: T₀ = 0.578 meV, B = 0.532 meV.
- Δ = 20 meV: T₀ = 0.144 meV, B = 0.148 meV.
- Δ = 40 meV: T₀ = 0.0361 meV, B = 0.0390 meV.

At 10 meV, Δ²/D is 0.1 meV and T₀ lies above it, so the correction is negative. At 20 and 40 meV, Δ²/D is 0.4 and 1.6 meV, and the correction is positive. At 10 meV the first order gives −0.096, whereas the computed shift is −0.079. Here t = 0.058, and the second-order terms appropriate to (5) bring the prediction to −0.075.

**How to delete the quartet correctly**

Suppose the excited states act fully above Λ = Δ and not at all below. The coupling at Δ is then

1/g_Δ = 1/g − N ln(D/Δ) = 33.33 − 23.47 = 9.86,

or g_Δ = 0.101. A doublet with half bandwidth Δ and this coupling has the scale

Δ exp[−1/(m g_Δ)] = 20 meV × exp(−4.93) = 0.144 meV,

which is T₀ again. At one loop, the answer to the opening question is therefore to use a doublet with g = 0.101 and cutoff 20 meV, not one with g = 0.03 and cutoff 1000 meV. This matching holds only within the one-loop equation. Beyond it the scale of a doublet carries a factor proportional to √g, so in a full solution the value 0.101 gives a scale too high by about √(0.101/0.03) ≈ 1.8. Adding the cubic term, dg/d ln(D/Λ) = N(g² − g³) above Δ, lowers the matched coupling to about 0.091.

The smooth flow gives a smaller coupling at the same point, g(Δ) = 0.080. There is no conflict. In the smooth flow the excited states still act below Δ and contribute M ln[2Δ/(T_K+Δ)] ≈ M ln 2 to 1/g. Inserting 0.080 into a doublet-only calculation with cutoff Δ would omit this part and give too small a scale.

**How far the numbers can be trusted**

The absolute scale is fragile. From T₀, d ln T₀/d ln g = 1/(mg), which is about 17 here. Lowering g by a tenth, to 0.027, gives 0.023 meV; raising it to 0.033 gives 0.66 meV. The ratio (D/Δ)^r does not contain g and is much steadier. It does depend on D, and a band that is not flat between Δ and D changes it.

The correction of 2.6 per cent is a correction within the one-loop equation. The next order replaces g² by g² − g³ in the flow. The new term is small at each step, but accumulated over the whole flow it multiplies the scale by a factor of order (mg)^(1/m), about a quarter here, far more than 2.6 per cent. It acts almost equally on the split level and on the isolated doublet, so their ratio is little affected. The 1.7 K is therefore a one-loop estimate and not a prediction of the Kondo temperature. The more useful result of the example is the ratio: an enhancement of a few thousand over the isolated doublet with the same exchange constant and band.

Two assumptions about the ion also enter. A small relative change x in Δ, for instance from the unequal level shifts left out above, changes T₀ by a relative amount of about −rx. At second order in the bare g these shifts lower Δ by about 2 per cent in the example and raise T₀ by about 5 per cent, already more than the correction (3). And the excited states act on the doublet through the product of two exchange elements that join doublet and quartet. If the quartet hybridizes more weakly with the band, these elements are smaller and the enhancement is reduced; if they vanish, it disappears. The factor (D/Δ)² belongs to equal coupling of all six states. The numerical output below lists the main values of the example.

Computed values

```
ground degeneracy m = 2, excited degeneracy M = 4
half bandwidth D = 1000.0 meV
splitting Delta = 20.0 meV
bare coupling g = rho J = 0.030 (dimensionless)
exponent 1/(m g) = 16.6667
exponential factor exp(-1/(m g)) = 5.7777e-08
one-loop g at cutoff Delta = 0.0797
N times g at cutoff Delta = 0.478
g at cutoff Delta, sharp switching = 0.1014
T_K closed formula = 0.1444 meV = 1.676 K
T_K full one-loop equation = 0.1481 meV
binding energy by diagonalization = 0.1481 meV
binding energy / closed T_K = 1.0256
leading relative correction = 0.0256
doublet-only scale = 5.7777e-05 meV = 6.705e-04 K
unsplit sextet scale = 3.8659 meV = 44.86 K
closed enhancement over doublet = 2500.0
diagonalized enhancement = 2564.0
closed T_K / unsplit scale = 0.0374
T_unsplit^3 / Delta^2 = 0.1444 meV
Delta (meV), closed T_K (meV), binding (meV), closed enhancement, diagonalized enhancement:
  10, 0.5778, 0.5322, 10000.0, 9210.8
  20, 0.1444, 0.1481, 2500.0, 2564.0
  40, 0.0361, 0.0390, 625.0, 674.8
closed T_K at g = 0.027: 0.0227 meV
closed T_K at g = 0.033: 0.6572 meV
```
